# Channel transmissions of a two-channel atomic contact from conductance and shot noise

## Problem

A metallic filament in a resistive memory cell has thinned to a contact of atomic size. Its conductance is \(G=2e^2/h\), and its low-frequency current noise, extrapolated to zero temperature, has the Fano factor

\[
F=\frac{S}{2eI}=0.32 .
\]

Here \(I\) is the mean current, \(e>0\) the elementary charge and \(S\) the one-sided noise spectral density, defined for positive frequencies.

Assume that the contact has two channels, each carrying both spins with equal transmission. Electrons cross coherently and independently, and the transmissions \(T_1\ge T_2\) do not depend on energy within the bias window.

(a) Find \(T_1\) and \(T_2\).
(b) Which pairs of conductance and Fano factor can such a contact have, and how do measurement errors enter the answer?
(c) What survives if the number of channels is unknown, or if the spins are not equivalent?
(d) The noise is measured at 4 K with a bias of 10 mV. How large are the corrections?

## First estimate by scaling

The conductance in units of \(2e^2/h\) is the sum of the transmissions, as derived below. Here the sum is one. A single fully open channel would give this conductance without noise, because every electron sent in would cross. Two half-open channels would give the same conductance with \(F=1/2\), as the exact formula below shows. The observed value lies between these cases. As a first trial, start from the noiseless case and take one nearly open channel and one weak channel:

\[
T_1=1-x,\qquad T_2=x,\qquad x\ll1 .
\]

Noise arises from the uncertainty whether an electron crosses. In the weak channel, rare transmissions contribute a noise proportional to \(x\). In the strong channel, rare reflections contribute the same amount. Relative to the total transmission of one, \(F\approx2x\), so

\[
x\approx\frac F2=0.16,\qquad T_1\approx0.84,\qquad T_2\approx0.16 .
\]

The estimate neglects terms of order \(x^2\).

## Exact solution

**Current.** Consider one spin in one channel. States moving towards the contact have density \(dk/2\pi\) per unit length. With velocity \(v=\hbar^{-1}dE/dk\), their flux is

\[
v\,\frac{dk}{2\pi}=\frac{dE}{2\pi\hbar}=\frac{dE}{h}.
\]

At zero temperature and bias \(V\), the left lead fills an energy window \(eV\) that is empty on the right. In a long time \(t\), \(N=eVt/h\) electrons arrive per spin and channel. Each crosses with probability \(T_n\). With two spins,

\[
I=\frac{2e^2}{h}V\sum_nT_n,\qquad
g\equiv\frac{G}{2e^2/h}=T_1+T_2 .
\]

**Independent channels.** The incoming modes may be mixed by the contact. Let \(\mathbf t\) be the matrix of transmission amplitudes. The \(T_n\) are the eigenvalues of \(\mathbf t^\dagger\mathbf t\). Since all incoming left modes in the window are filled, changing to the eigenvectors of this matrix alters the many-electron state by a phase at most. The transmitted waves of different eigenvectors are orthogonal. So are the reflected waves, because current conservation gives \(\mathbf r^\dagger\mathbf r=1-\mathbf t^\dagger\mathbf t\), which has the same eigenvectors. Each electron therefore chooses between its own two outgoing modes, and the counts in different channels are independent.

**Noise.** The incoming stream is full, so \(N\) does not fluctuate at leading order in long times. Each attempt transfers zero or one electron, with mean \(T_n\). Since \(0^2=0\) and \(1^2=1\), the mean square is also \(T_n\), and the variance is \(T_n-T_n^2=T_n(1-T_n)\). The variance of the transferred charge \(Q\) thus grows as

\[
\frac{\operatorname{Var}Q}{t}=\frac{2e^2}{h}\,eV\sum_nT_n(1-T_n).
\]

To connect this with \(S\), let \(C(\tau)\) be the correlation function of the current fluctuations. At long times \(\operatorname{Var}Q=t\int C(\tau)\,d\tau\), while the one-sided density at zero frequency is \(S=2\int C(\tau)\,d\tau\). Hence \(S=2\operatorname{Var}Q/t\), and

\[
S=2e\,\frac{2e^2}{h}V\sum_nT_n(1-T_n).
\]

Dividing by \(2eI\) gives

\[
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}
=1-\frac{T_1^2+T_2^2}{g}.
\]

**Inversion.** The two measured quantities fix the sum and the sum of squares:

\[
T_1+T_2=g,\qquad T_1^2+T_2^2=g(1-F).
\]

Let \(D=T_1-T_2\ge0\). Adding the squares of the sum and the difference cancels the cross terms, so \(g^2+D^2=2(T_1^2+T_2^2)\). Therefore

\[
D=\sqrt{2g(1-F)-g^2},\qquad
T_{1,2}=\frac{g\pm D}{2}.
\]

For \(g=1\) and \(F=0.32\),

\[
D=\sqrt{2(0.68)-1}=\sqrt{0.36}=0.6,
\]
\[
T_1=\frac{1+0.6}{2}=0.8,\qquad T_2=\frac{1-0.6}{2}=0.2 .
\]

Substitution gives \(0.8+0.2=1\) and \(0.8(0.2)+0.2(0.8)=0.32\), as required. The pair is unique apart from its labels. The data do not identify the orbital to which either transmission belongs.

**A test in real time.** The noise law can be tested without the binomial argument. Take a chain with 400 sites on each side of a junction and hopping energy \(J\). Fill the left half and leave the right half empty. On the junction bond the hopping is \(sJ\), and the two adjoining site energies are \(aJ\) and \(-aJ\), where \(s=\sqrt T\) and \(a=\sqrt{1-T}\).

This junction transmits equally at all band energies. With \(z=e^{ik}\), write the wave as \(z^n+rz^{-n}\) for \(n\le0\) and \(\tau z^n\) for \(n\ge1\). Comparing the equations at sites 0 and 1 with those of an unbroken chain gives

\[
z+\frac rz=a(1+r)+s\tau z,\qquad
\tau=s(1+r)-a\tau z .
\]

They are solved by \(r=az\), \(\tau=s\), since \(a^2+s^2=1\). Thus \(|\tau|^2=T\) for every \(k\).

The evolution was computed for \(T=0.8\) and \(T=0.2\), and the growth of the mean and variance of the particle number on the right was taken between times \(90\hbar/J\) and \(180\hbar/J\). The full band width \(4J\) takes the place of \(eV\). The summed results are \(g=1.0000\) and \(F=0.3204\). Inversion returns 0.7997 and 0.2004, close to the transmissions put in. The small excess of \(F\) over 0.32 depends on the observation time and falls roughly as its inverse: the window from \(45\hbar/J\) to \(90\hbar/J\) gives 0.3208, and a longer chain observed from \(140\hbar/J\) to \(280\hbar/J\) gives 0.3203.

## Comparison of estimate and solution

For \(g=1\), the exact relation is \(F=2x(1-x)\). The scaling estimate \(x_{\rm est}=F/2\) therefore equals \(x(1-x)\), and its relative error is

\[
\frac{x_{\rm est}-x}{x}=-x .
\]

With \(x=0.2\), the estimate of the weak transmission is 20% too small: 0.16 instead of 0.20. The strong transmission is overestimated by the same absolute amount, 0.04, or 5% of its true value.

The cause is the factor \(1-x\), which reduces the noise of each channel. A larger \(x\) is then needed to produce the observed noise. Expanding the smaller root for small \(F\) shows how the estimate improves:

\[
x=\frac{1-\sqrt{1-2F}}2=\frac F2+\frac{F^2}{4}+\frac{F^3}{4}+\cdots .
\]

The first three terms give \(0.160+0.026+0.008=0.194\). In the opposite limit, \(F=1/2\), both transmissions equal 0.5, whereas the estimate gives 0.25 for the weaker one. The picture of one strong and one weak channel has then lost its meaning.

## Admissible data and errors

A real solution needs \(D^2\ge0\). Physical transmissions also need \(T_2\ge0\), or \(D\le g\), and \(T_1\le1\), or \(D\le2-g\). Since

\[
F=1-\frac{g^2+D^2}{2g},
\]

the largest \(F\) occurs at \(D=0\), and the smallest at the largest allowed \(D\). For \(0<g\le1\) the limit \(D\le g\) is the stricter one. For \(1\le g\le2\) it is \(D\le2-g\). Thus

\[
1-g\le F\le1-\frac g2\quad(0<g\le1),
\]
\[
\frac{(g-1)(2-g)}g\le F\le1-\frac g2\quad(1\le g\le2).
\]

At \(g=1\) the range is \(0\le F\le1/2\). Data outside it, beyond their errors, contradict at least one assumption or contain noise from another source.

For small errors, differentiate \(D^2=2g(1-F)-g^2\) and divide by \(2D\):

\[
dD=\frac{(1-F-g)\,dg-g\,dF}{D}.
\]

Since \(T_{1,2}=(g\pm D)/2\),

\[
\frac{\partial T_{1,2}}{\partial F}=\mp\frac g{2D},\qquad
\frac{\partial T_{1,2}}{\partial g}=\frac12\pm\frac{1-F-g}{2D}.
\]

Here the derivatives with respect to \(F\) are \(-0.833\) and \(+0.833\). Those with respect to \(g\) are 0.233 and 0.767. If \(g\) and \(F\) have independent standard errors of 0.01, adding the contributions in quadrature gives

\[
\sigma_1=0.01\sqrt{0.233^2+0.833^2}=0.009,
\]
\[
\sigma_2=0.01\sqrt{0.767^2+0.833^2}=0.011 .
\]

The weak transmission is known to about 6% of its value, the strong one to about 1%. When the channels are nearly equal, \(D\) is small and this linear treatment fails. At \(g=1\), lowering \(F\) by \(\delta\) from 1/2 produces a splitting \(D=\sqrt{2\delta}\), so a small noise error can cause a much larger error in the transmissions.

## Unknown channels and unequal spins

Suppose there may be more than two channels, still spin-degenerate. Let \(m\) be the largest transmission. The data require \(\sum T_n=1\) and \(\sum T_n^2=0.68\). The other transmissions add to \(1-m\), and because they are not negative, their squares add to at most \((1-m)^2\). Hence

\[
0.68\le m^2+(1-m)^2
\quad\Longrightarrow\quad
(m-0.8)(m-0.2)\ge0 .
\]

Also \(\sum T_n^2\le m\sum T_n=m\), so \(m\ge0.68\), which excludes the branch \(m\le0.2\). Finally \(m^2\le0.68\). Therefore

\[
0.8\le m\le\sqrt{0.68}\approx0.825 .
\]

The strong channel is well determined even when the channel number is not. The weak ones are not: the set \(0.814,\,0.093,\,0.093\) has the same conductance and Fano factor, within rounding.

Spin degeneracy matters more. For separate spin channels with transmissions \(\tau_j\), \(g=\tfrac12\sum\tau_j\) and \(F=\sum\tau_j(1-\tau_j)/\sum\tau_j\). The set \(\{1,0.4,0.4,0.2\}\) has

\[
g=\frac{2.0}{2}=1,\qquad
F=\frac{0+0.24+0.24+0.16}{2.0}=0.32 .
\]

It cannot be distinguished by these two data from the spin-degenerate set \(\{0.8,0.8,0.2,0.2\}\). The set \(\{0.733,0.733,0.533\}\) fits as well, within rounding, and the largest spin-resolved transmission can lie anywhere from 0.733 to 1, a much wider range than 0.8 to 0.825. A magnetic contact thus needs further information.

## Finite temperature

At temperature \(\Theta\), both leads send electrons in, with Fermi occupations \(f_L\) and \(f_R\). If both incoming modes of an energy slot are filled, both outgoing modes are filled and there is no net transfer. If just one is filled, its electron crosses with probability \(T\). The mean transfer is \(T(f_L-f_R)\), and the variance is

\[
T\,[f_L(1-f_R)+f_R(1-f_L)]-T^2(f_L-f_R)^2 .
\]

The two terms in square brackets have the ratio \(e^{eV/k_B\Theta}\) and the difference \(f_L-f_R\). Their sum is therefore \((f_L-f_R)\coth(eV/2k_B\Theta)\). Its energy integral is \(eV\coth(eV/2k_B\Theta)\), because \(\int(f_L-f_R)\,dE=eV\).

For the squared term, use

\[
(f_L-f_R)^2=[f_L(1-f_R)+f_R(1-f_L)]-f_L(1-f_L)-f_R(1-f_R).
\]

Since \(f(1-f)=-k_B\Theta\,df/dE\), each of the last two terms integrates to \(k_B\Theta\). With \(y=2k_B\Theta/eV\), the integral of the square is \(eV[\coth(1/y)-y]\). Summing over channels, dividing by \(eV\sum T_n\) and using \(\sum T_n^2/\sum T_n=1-F\) gives

\[
\frac S{2eI}=\coth\frac1y-(1-F)\left(\coth\frac1y-y\right)
=F\coth\frac1y+(1-F)y .
\]

Here \(F\) remains the zero-temperature Fano factor. Solving for it,

\[
F=\frac{S/(2eI)-y}{\coth(1/y)-y}.
\]

At 4 K and 10 mV, \(y=0.0689\) and the hyperbolic cotangent is one to the digits used:

\[
\frac S{2eI}=0.32+0.68(0.0689)=0.367 .
\]

Treating this ratio as the zero-temperature Fano factor would give transmissions of 0.758 and 0.242. The thermal correction is thus larger than the measurement errors assumed above, even though \(k_B\Theta\) is far below \(eV\). The correction formula restores \(F=0.320\), provided \(\Theta\) is the temperature of the electrons in the leads. This can exceed the bath temperature, because the power \(GV^2\approx7.7\) nW must be carried away. Suppose half of it leaves through each of two metallic leads of resistance \(R_\ell\), by electronic conduction alone. The Wiedemann–Franz law, with Lorenz number \(L_0=\pi^2k_B^2/3e^2\), then gives \(\Theta_e^2\approx\Theta^2+R_\ell GV^2/L_0\). For \(R_\ell=10\) Ω this is 4.4 K, and correcting with 4 K leaves \(F=0.325\). For \(R_\ell=100\) Ω it is 6.9 K and leaves \(F=0.357\), or transmissions of 0.768 and 0.232. Cooling by phonons lowers these figures by an amount that depends on the device.

## The real device

The contact has a resistance of 12.9 kΩ. At 10 mV it carries \(0.775\ \mu\text{A}\), and its zero-temperature shot noise is \(7.94\times10^{-26}\ \text{A}^2/\text{Hz}\).

A conductance near \(2e^2/h\) is a realistic scale for the thinnest metallic filaments in conductive-bridge cells. The Fano factor 0.32 is a value chosen for this example, not one typical of such filaments. If all electrons pass through a single orbital of one atom, there is only one channel, and at this conductance its zero-temperature shot noise vanishes. The temperature of 4 K is far below that of normal memory operation, and 10 mV is well below a read voltage of roughly 0.1 V. The chosen conditions suit a noise measurement rather than a memory read. At 300 K and 100 mV, the same transmissions would give \(S/(2eI)=0.685\). Uncorrected inversion then yields \(D^2=-0.37\) and has no real solution: the zero-temperature assumption fails completely.

Other effects can be sized separately at 10 mV, each with the zero-temperature shot noise as reference.

- **Series resistance.** A resistance \(R_s\) reduces the current by the factor \(1+GR_s\). A noise current \(\xi\) in the contact changes its voltage by \(-R_s\delta I\), so \(\delta I=\xi-GR_s\delta I\) and \(\delta I=\xi/(1+GR_s)\). The apparent values are \(g/(1+GR_s)\) and \(F/(1+GR_s)^2\). An assumed 200 Ω gives 0.985 and 0.310, hence transmissions of 0.804 and 0.181. The weak one is shifted by about 10%. Thermal noise of the resistor is left out; at 4 K it would add about 0.001 to \(S/(2eI)\). Heating of the electrons, if this resistance lies next to the contact, can matter more, as estimated above.
- **Flicker noise.** For noise \(AI^2/f\), with an assumed \(A=10^{-9}\) and \(f=200\) kHz, the addition is \(3.0\times10^{-27}\ \text{A}^2/\text{Hz}\). It raises the apparent \(F\) to 0.332 and changes the transmissions to 0.790 and 0.210. This \(A\) is only an illustration and must be measured for a given filament: with \(A=10^{-7}\) the addition would be 3.8 times the shot noise, and the uncorrected inversion would have no real solution. Keeping this addition below 1% of the shot noise at the same current and frequency requires \(A<2.65\times10^{-10}\).
- **Energy dependence.** If both transmissions vary with slope \(b\) about the centre of the window, the mean of \(T_n(1-T_n)\) falls by \(b^2(eV)^2/12\) per channel. For \(b=1\ \text{eV}^{-1}\), \(F\) shifts by \(-1.7\times10^{-5}\), which is negligible here.

Inelastic scattering and interactions between electrons have not been calculated. If they are appreciable, the two measured numbers no longer determine the transmissions through the formulas above.

## Calculated quantities

```
Input g = 1.00, F = 0.32
Sum of squared transmissions = 0.6800
Product of transmissions = 0.1600
Difference of transmissions = 0.6000
Transmissions T1, T2 = 0.8000, 0.2000
Lattice g, F = 1.0000, 0.3204
Lattice T1, T2 = 0.7997, 0.2004
Assumed errors of g and F = 0.010, 0.010
dT1/dF, dT2/dF = -0.8333, 0.8333
dT1/dg, dT2/dg = 0.2333, 0.7667
Errors of T1, T2 = 0.0087, 0.0113
Any channel number: T1 from 0.8000 to 0.8246
Three-channel extreme = 0.8141, 0.0930, 0.0930
Spin-resolved alternative = 1.0 0.4 0.4 0.2
  its g, F = 1.0000, 0.3200
Bias = 10.0 mV, temperature = 4.0 K
Noise frequency = 200 kHz
Conductance = 77.481 uS
Resistance = 12.906 kohm
Current = 0.7748 uA
Zero-temperature shot noise = 7.9448e-26 A^2/Hz
Zero-bias thermal noise at 4 K = 1.7116e-26 A^2/Hz
y = 2kT/(eV) at 4 K = 0.06894
S/(2eI) at 4 K, 10 mV = 0.3669
  uncorrected T1, T2 = 0.7580, 0.2420
  F after thermal correction = 0.3200
S/(2eI) at 300 K, 100 mV = 0.6852
  uncorrected (T1-T2)^2 = -0.3705
Series resistance = 200 ohm
  apparent g, F = 0.9847, 0.3103
  apparent T1, T2 = 0.8041, 0.1807
Transmission slope = 1.0 per eV
  shift of F = -1.667e-05
Flicker amplitude A = 1.0e-09
  flicker noise = 3.002e-27 A^2/Hz
  apparent F = 0.3321
  apparent T1, T2 = 0.7897, 0.2103
A giving 1 percent of shot noise = 2.65e-10
```
